# Choosing Fields for Finite-Field Hyperpolarizabilities: Romberg Extrapolation under Noise

## The decision behind the field setting

A finite-field calculation of a polarizability or hyperpolarizability asks the user for a field strength. If the field is too large, higher powers of the field contaminate the result. If it is too small, rounding and incomplete self-consistency are divided by a small number and swamp it. The choice decides how many digits of a hyperpolarizability mean anything.

A program that offers a ladder of fields and Romberg extrapolation replaces this one choice by several: the lowest field, the ratio between fields, the highest field, and the table entry to report. The last choice needs a rule, because the deepest entry of the table is often among the noisiest. This guide derives the table, its truncation and noise errors, and a rule that selects an entry together with an error bound.

## What is expanded

The algebra is in atomic units. A static uniform field $F$ points along a fixed axis $z$, and all quantities are components along that axis. The conventions are

$$E(F)=E_0-\mu_0F-\tfrac12\alpha F^2-\tfrac16\beta F^3-\tfrac1{24}\gamma F^4-\dots$$

$$\mu(F)=-\frac{dE}{dF}=\mu_0+\alpha F+\tfrac12\beta F^2+\tfrac16\gamma F^3+\dots$$

The dipole expectation value equals $-dE/dF$ when the energy is stationary with respect to the orbitals and the basis does not depend on the field. Both hold for a converged Kohn–Sham calculation in a fixed atomic basis.

The series is assumed to converge near $F=0$, which is reasonable for an isolated, gapped ground state in a finite basis. In unlimited space the potential of a static field falls without limit on one side, so an electron can escape and there is no true bound ground state. A large, diffuse basis begins to describe this escape, which is one reason to limit the highest field.

Write $\mu(F)=\sum_j m_jF^j$, so that $m_1=\alpha$, $m_2=\beta/2$ and $m_3=\gamma/6$. The ladder is $F_k=a^kF_0$ with $a>1$, and dipoles are computed at $0$ and $\pm F_k$.

## Three seeds with even errors

Subtracting the dipoles at opposite fields removes even powers; adding them removes odd powers. Hence

$$\alpha_k=\frac{\mu(F_k)-\mu(-F_k)}{2F_k}=\sum_{m\ge0}m_{2m+1}F_k^{2m},$$

$$\beta_k=\frac{\mu(F_k)+\mu(-F_k)-2\mu_0}{F_k^2}=2\sum_{m\ge0}m_{2m+2}F_k^{2m}.$$

The leading terms are $m_1=\alpha$ and $2m_2=\beta$. For $\gamma$, subtract neighbouring values of $\alpha_k$. The constant cancels, and since $F_{k+1}=aF_k$,

$$\alpha_{k+1}-\alpha_k=\sum_{m\ge1}m_{2m+1}(a^{2m}-1)F_k^{2m}.$$

Its first term is $\gamma(a^2-1)F_k^2/6$. Dividing by the factor in front of $\gamma$ and renaming $m\to m+1$ gives

$$\gamma_k=\frac{6(\alpha_{k+1}-\alpha_k)}{(a^2-1)F_k^2}
=6\sum_{m\ge0}m_{2m+3}\frac{a^{2m+2}-1}{a^2-1}F_k^{2m}.$$

Each seed therefore has the form $P_{k,0}=p+\sum_{m\ge1}c_mF_k^{2m}$, where $p$ is the wanted property. One extrapolation serves all three.

## What a column removes, and what remains

The Romberg step is

$$P_{k,n}=\frac{a^{2n}P_{k,n-1}-P_{k+1,n-1}}{a^{2n}-1}.$$

The constant $p$ survives, because the weights add to one. A term $F_k^{2m}$ becomes $a^{2m}F_k^{2m}$ on the next rung, so the step multiplies it by $(a^{2n}-a^{2m})/(a^{2n}-1)$. This factor vanishes for $m=n$: column $n$ removes the power $F^{2n}$, and earlier columns have removed the lower ones. The truncation error is

$$\tau_{k,n}=\sum_{m>n}c_mF_k^{2m}\prod_{j=1}^{n}\frac{a^{2j}-a^{2m}}{a^{2j}-1}.$$

For the leading term, $m=n+1$, write each numerator as $-a^{2j}(a^{2(n+1-j)}-1)$. As $j$ runs from 1 to $n$, the brackets run through the denominators in reverse order and cancel them. What is left is $(-1)^n\prod_ja^{2j}=(-1)^na^{n(n+1)}$. Since $\prod_{j=0}^nF_{k+j}^2=F_k^{2n+2}a^{n(n+1)}$,

$$\tau_{k,n}\simeq(-1)^nc_{n+1}\prod_{j=0}^{n}F_{k+j}^2 .$$

The next column changes this error by the factor

$$\left|\frac{\tau_{k,n+1}}{\tau_{k,n}}\right|\simeq\left|\frac{c_{n+2}}{c_{n+1}}\right|F_{k+n+1}^2 .$$

A further column thus helps as long as the new, higher field that it brings in is small enough. At leading order it halves the error if $F_{k+n+1}^2\le\frac12|c_{n+1}/c_{n+2}|$. If $c_{n+1}$ happens to be nearly zero, the current column is already unusually good and the next may be worse.

## What a column does to noise

Let every dipole have an error of at most $\eta$, from printed digits and residual self-consistency error. Smooth errors, such as those of the basis or functional, are not noise: they change $p$ itself.

Let $S$ shift a seed to the next rung. Applying the Romberg steps in sequence gives

$$P_{k,n}=Q_n(S)P_{k,0},\qquad Q_n(S)=\prod_{j=1}^n\frac{a^{2j}-S}{a^{2j}-1}=\sum_iq_iS^i .$$

All roots of $Q_n$ are positive, so the $q_i$ alternate in sign, starting positive. Therefore $\sum_i|q_i|x^i=Q_n(-x)$ for $x>0$. This turns worst-case noise sums into products.

For $\alpha$, the two dipoles in $\alpha_{k+i}$ contribute at most $\eta/F_{k+i}=\eta a^{-i}/F_k$. Setting $x=a^{-1}$ gives

$$N^{\alpha}_{k,n}=\frac{\eta}{F_k}\prod_{j=1}^n\frac{a^{2j}+a^{-1}}{a^{2j}-1}.$$

For $\beta$, the dipoles at nonzero field contribute $2\eta a^{-2i}/F_k^2$, so $x=a^{-2}$. The zero-field dipole is shared by all rungs. Its weights must be added with their signs before the absolute value is taken, which gives $2Q_n(a^{-2})/F_k^2$ in magnitude:

$$N^{\beta}_{k,n}=\frac{2\eta}{F_k^2}\left[\prod_{j=1}^n\frac{a^{2j}+a^{-2}}{a^{2j}-1}+\prod_{j=1}^n\frac{a^{2j}-a^{-2}}{a^{2j}-1}\right].$$

For $\gamma$, neighbouring seeds share dipoles, so express everything through $\alpha_k$. The division by $F_{k+i}^2$ supplies $a^{-2i}$, and the entry is

$$P_{k,n}=\frac{6}{(a^2-1)F_k^2}\,Q_n(a^{-2}S)\,(S-1)\,\alpha_k .$$

The polynomial in $S$ again has positive roots, so its coefficients alternate. Replacing $S$ by $-a^{-1}$ gives the sum of their magnitudes, apart from an overall sign:

$$N^{\gamma}_{k,n}=\frac{6\eta(1+a^{-1})}{(a^2-1)F_k^3}\prod_{j=1}^n\frac{a^{2j}+a^{-3}}{a^{2j}-1}.$$

The factors approach one geometrically as $j$ grows, so the products converge. Moving right costs a bounded factor overall. Moving down one rung in field costs $a$, $a^2$ or $a^3$ for $\alpha$, $\beta$ or $\gamma$, and this repeats at every rung. Extrapolation is useful because it permits larger fields, not because it rescues data from very small ones.

## Why agreement between columns is not enough

It is tempting to report the entry that changes least in the next column. The recursion gives

$$P_{k,n+1}-P_{k,n}=\frac{a^{2n+2}P_{k,n}-P_{k+1,n}-(a^{2n+2}-1)P_{k,n}}{a^{2n+2}-1}
=\frac{P_{k,n}-P_{k+1,n}}{a^{2n+2}-1}.$$

In deep columns the denominator is large. Two noisy neighbours then produce a small change along the row although neither is accurate. The noise must enter the criterion separately.

## The selection rule

For every entry with two further columns available, form

$$B_{k,n}=2\max_{r=1,2}\left(|P_{k,n+r}-P_{k,n}|+N_{k,n+r}\right)+N_{k,n},$$

and report the entry with the smallest $B$. This $B$ bounds the error provided that at least one of the next two columns has at most half the truncation error of the selected one.

To prove it, let $r$ be a column step that satisfies the condition, and let $e=|P_{k,n}-p|$. Each entry differs from $p$ by its truncation error plus propagated noise. Going from $P_{k,n}$ to $p$ through $P_{k,n+r}$,

$$e\le|P_{k,n+r}-P_{k,n}|+N_{k,n+r}+|\tau_{k,n+r}|
\le|P_{k,n+r}-P_{k,n}|+N_{k,n+r}+\tfrac12|\tau_{k,n}|.$$

Also $|\tau_{k,n}|\le e+N_{k,n}$, since the noise can hide at most $N_{k,n}$ of the truncation error. Insert this, subtract $e/2$ and multiply by two:

$$e\le2\left(|P_{k,n+r}-P_{k,n}|+N_{k,n+r}\right)+N_{k,n}\le B_{k,n}.$$

The maximum is taken because the user does not know which step satisfies the condition. It also guards against one accidental agreement. The condition remains an assumption about the field range, which finite noisy data cannot prove. It can fail if the highest fields leave the region where the series converges, or if the calculation lands on another electronic state. If $B$ exceeds $|P|$, the bound does not fix even the sign of the property.

## How the best field moves with precision

For one column, model the total error by $CF^{2n+2}+A\eta F^{-s}$, with $C,A>0$ and $s=1,2,3$ for $\alpha,\beta,\gamma$. Setting the derivative to zero gives

$$(2n+2)CF^{2n+1}=sA\eta F^{-s-1}
\quad\Longrightarrow\quad
F_{\rm best}=\left[\frac{sA\eta}{(2n+2)C}\right]^{1/(2n+2+s)} .$$

Noisier data call for larger fields, but the dependence is weak. At this field both terms scale as $\eta^{(2n+2)/(2n+2+s)}$. For $\gamma$ without extrapolation the exponent is $2/5$: a hundredfold gain in precision reduces the error by about six. With one extrapolation the exponent is $4/7$, and the gain is about fourteen. This estimate holds while one power of $F$ dominates the truncation error.

## A molecule worked through

The example is hydrogen fluoride with a bond length of 0.92 Å and the field along the bond, from F to H. The level is the local density approximation with VWN correlation in the 6-31G** basis. The d functions are spherical, and one coarse integration grid (PySCF level 2) is used at all fields. The level lacks diffuse functions and molecular vibrations and carries the error of the functional, so the numbers test the extrapolation and are not predictions of experiment. The grid, like the basis, changes $p$ itself. The bounds below refer to this grid and do not show that the digits are converged with respect to it. The field range used here has been run only in this compact basis and should not be carried over to a diffuse one without a new test.

The ladder has $a=\sqrt2$ and eleven rungs from 0.1 to 3.2 V/Å. Dipoles are rounded to seven decimals in e Å. Half a unit in the last digit plus an allowance of $2\times10^{-8}$ for self-consistency gives $\eta=7\times10^{-8}$ e Å. A restart from a different initial density at one field changed the dipole by $2.6\times10^{-10}$ e Å, well inside the allowance. The zero-field dipole, 0.3841048 e Å, agrees with the energy derivative to all printed digits.

**Polarizability.** The rule picks $k=6$, $n=1$. The seeds at $F_6=0.8$ and $F_7=0.8\sqrt2$ V/Å are

$$\alpha_6=\frac{0.4201009-0.3461103}{1.6}=0.0462441,$$

$$\alpha_7=\frac{0.4344753-0.3297352}{1.6\sqrt2}=0.0462890 .$$

With $a^2=2$ the first Romberg step is $2\alpha_6-\alpha_7=0.046199$ e²Å²/eV. The bound is $1.4\times10^{-6}$ in the same unit. In atomic units, $\alpha=4.4893$ with a bound of 0.00014.

**First hyperpolarizability.** The pick is $k=7$, $n=1$. Here $F_7^2=1.28$ and $F_8^2=2.56$ V²/Å², so

$$\beta_7=\frac{0.4344753+0.3297352-0.7682096}{1.28}=-0.00312430,$$

$$\beta_8=\frac{0.4543065+0.3058954-0.7682096}{2.56}=-0.00312801 .$$

The step gives $2\beta_7-\beta_8=-0.0031206$ e³Å³/eV², with a bound of $2.1\times10^{-6}$. In atomic units this is $-15.593$ with a bound of 0.0103. The negative sign belongs to the chosen axis direction; reversing the axis reverses it.

**Second hyperpolarizability.** Values below are in $10^{-6}$ e⁴Å⁴/eV³. The pick is the plain seed at $k=7$, $n=0$. With $\alpha_8=(0.4543065-0.3058954)/3.2=0.0463785$ and unrounded seeds, $6(\alpha_8-\alpha_7)/1.28$ gives 419.28. The next two columns are

$$P_{7,1}=2(419.282)-416.397=422.17,$$

$$P_{7,2}=\frac{4(422.168)-422.114}{3}=422.19 .$$

The noise bounds in these three columns are 0.495, 1.165 and 1.691. The larger bracket comes from $r=2$:

$$B_{7,0}=2(2.904+1.691)+0.495=9.7 .$$

In atomic units, $\gamma=107.7$ with a bound of 2.5, which is 2.3% of the value.

The seeds in rows 7, 8 and 9 fall by 2.885 and then by 5.717. The ratio, 1.98, is close to $a^2=2$, as expected when an error proportional to $F^2$ dominates. At the lowest field the seed is 353.59, and moving right takes it to 212.01 by column 3. Nothing is converging there: the noise bound of that seed alone is about 717, larger than the property.

## Comparison with density response

The polarizability can also be found without a finite field. The electron has charge $-1$, so the perturbation is $+Fz$. First-order perturbation theory mixes occupied orbital $i$ with virtual orbital $a$ by

$$U_{ai}=-\frac{z_{ai}+v_{ai}[U]}{\varepsilon_a-\varepsilon_i},$$

where $v$ is the change of the Hartree and exchange-correlation potential caused by $U$ itself. These are the coupled-perturbed Kohn–Sham equations. For real orbitals, double occupation and the two equal terms of the first-order density give a factor of four, hence $\alpha=-4\sum_{ai}z_{ai}U_{ai}$.

Solving these equations at fields $0,\pm h,\pm2h$ with $h=0.2$ V/Å gives values $A_0,A_{\pm1},A_{\pm2}$ of $\alpha(F)=d\mu/dF=\alpha+\beta F+\gamma F^2/2+\dots$, and from them

$$\beta\simeq\frac{8(A_1-A_{-1})-(A_2-A_{-2})}{12h},$$

$$\gamma\simeq\frac{16(A_1+A_{-1})-(A_2+A_{-2})-30A_0}{12h^2}.$$

In the first formula the cubic terms cancel, since $8\cdot2-2\cdot8=0$; in the second the quartic terms cancel, since $16\cdot2-2\cdot16=0$.

The reference values are $\alpha=0.0461992$ e²Å²/eV, $\beta=-0.0031205$ e³Å³/eV² and $\gamma=421.88\times10^{-6}$ e⁴Å⁴/eV³. All three selected entries lie within their bounds. The selected $\gamma$ is 0.6% below the reference. The next entry in its row, 422.17, is closer, but the ladder ends too soon for the rule to assign it a $B$. The rule looks for the smallest bound $B$, valid under the halving condition, which need not belong to the entry that happens to be best.

## Fewer digits, and a controlled test

Rounding the same dipoles to five decimals raises $\eta$ to $5.02\times10^{-6}$ e Å, a factor of 72. The bounds become 0.13% of the value for $\alpha$, 2.8% for $\beta$ and about two thirds for $\gamma$. The coarse $\gamma$, $418\times10^{-6}$ e⁴Å⁴/eV³, is in fact close to the reference, but from those data alone the user could not know it.

The pick for $\alpha$ moves up one rung, from $k=6$ to $k=7$. The scaling estimate with $n=1$, $s=1$ predicts a field larger by $72^{1/5}\approx2.4$, or about two and a half rungs. This ladder cannot show such a move: in column 1 the last row with two further columns is $k=7$. A longer ladder does not show it either, because the estimate concerns one fixed column while the rule may change columns. With twelve to fourteen rungs the fine pick also moves up, into deeper columns, and the two picks still differ by one rung. The fine picks for $\beta$ and $\gamma$ also lie at such an edge.

A two-level model provides a case with known derivatives. Its two basis states lie 4 eV apart at zero field, are coupled by 1 eV, and the upper one carries a dipole of 1 e Å; with the coupling, the zero-field gap between the eigenstates is $2\sqrt5\approx4.5$ eV. With $F$ in V/Å its ground energy in eV is

$$E=\frac{4-F}{2}-\sqrt{\left(\frac{4-F}{2}\right)^2+1}.$$

The root vanishes at $F=4\pm2i$, so the series converges for $|F|<\sqrt{20}\approx4.5$ V/Å, beyond the top of the ladder. In 300 trials with random dipole errors up to $7\times10^{-8}$ e Å, every selected entry for all three properties lay within its bound. The root-mean-square error of $\gamma$, in $10^{-6}$ e⁴Å⁴/eV³, was 4.3 for the rule, 909 for the deepest entry and 59 for the entry with the least change along its row. The rule also had the smallest error of the three for $\alpha$ and $\beta$. This ranking is a result for this model and ladder, not a theorem.

## Setting up a calculation

1. **Fix the noise first.** Tighten self-consistency until a restart changes the dipole by less than its last useful digit, and keep the integration grid the same at all fields. Request more printed digits before requesting smaller fields.
2. **Set the top of the ladder by physics.** Stay where the same electronic state can be followed smoothly and the series still converges. Smoothness alone is not enough: the two-level state above is smooth at every real field, yet its series converges only below about 4.5 V/Å. Seeds whose changes grow by about $a^2$ per rung support the expected leading error.
3. **Choose the ratio by cost.** A ratio of $\sqrt2$ gives closely spaced choices; a ratio of 2 covers the same range with about half the calculations and amplifies noise less per column. But each further column then doubles the highest field, so the series is strained sooner.
4. **Extend the ladder downward only if the pick lies at its lowest rung.** There the truncation error may still dominate, and smaller fields can help. Otherwise they add little, since each lower rung multiplies the noise of $\gamma$ by $a^3$.
5. **Read the position of the pick.** If it lies at the upper edge of the rated entries, one more rung may lower $B$, provided the state remains well behaved. An interior pick can also gain from one more rung, because deeper columns of higher rows then receive a $B$. Better precision lowers the noise terms of $B$ wherever the pick lies.
6. **Use response values where available.** An analytic $\alpha$ checks the ladder. Differentiating it for $\beta$ divides the noise by one power of the field instead of two.

The full ladder of dipoles and the tables for $\gamma$ are in the numerical output.

## Computed values

```
HF bond 0.92 A; ladder ratio 1.414214; rungs 11
data error bound: fine 7.00e-08, coarse 5.020e-06 e A
dipole change on SCF restart 2.6e-10 e A
mu(0) 0.3841048, -dE/dF 0.3841048 e A
k, F (V/A), mu(+F), mu(-F) (e A)
 0 0.100000 0.3887092 0.3794692
 1 0.141421 0.3906073 0.3775398
 2 0.200000 0.3932828 0.3748020
 3 0.282843 0.3970486 0.3709112
 4 0.400000 0.4023393 0.3653709
 5 0.565685 0.4097523 0.3574584
 6 0.800000 0.4201009 0.3461103
 7 1.131371 0.4344753 0.3297352
 8 1.600000 0.4543065 0.3058954
 9 2.262742 0.4814234 0.2707344
10 3.200000 0.5180872 0.2178851
gamma table, 1e-6 e^4 A^4/eV^3: k, columns n=0..3
 0    353.589    283.974    238.093    212.011
 1    423.205    421.617    420.662    420.363
 2    424.793    424.484    422.753    421.344
 3    425.103    429.677    432.617    434.232
 4    420.530    420.856    421.308    421.711
 5    420.204    419.500    418.488    417.893
 6    420.908    422.534    422.656    422.723
 7    419.282    422.168    422.186
 8    416.397    422.114
 9    410.680
gamma bound B, 1e-6 e^4 A^4/eV^3: k, columns n=0..3
 0   5845.616   7676.055   8900.834   9614.745
 1   1990.156   2665.519   3119.384   3384.579
 2    705.909    947.797   1107.148   1199.238
 3    263.161    341.988    394.733    425.569
 4     89.285    119.400    139.141    150.365
 5     34.448     44.823     50.564
 6     14.462     15.090
 7      9.683
gamma pick: N in columns n,n+1,n+2 (1e-6 e^4 A^4/eV^3): 0.495 1.165 1.691
alpha fine: k=6 n=1 P=4.619923e-02 B=1.4e-06 e^2 A^2/eV
  response 4.619920e-02 e^2 A^2/eV; P=4.4893 B=0.0001 au
beta fine: k=7 n=1 P=-3.120586e-03 B=2.1e-06 e^3 A^3/eV^2
  response -3.120503e-03 e^3 A^3/eV^2; P=-15.5932 B=0.0103 au
gamma fine: k=7 n=0 P=4.192823e-04 B=9.7e-06 e^4 A^4/eV^3
  response 4.218783e-04 e^4 A^4/eV^3; P=107.7343 B=2.4882 au
alpha coarse: k=7 n=1 P=4.6200e-02 B=5.9e-05 e^2 A^2/eV
beta coarse: k=8 n=0 P=-3.1211e-03 B=8.9e-05 e^3 A^3/eV^2
gamma coarse: k=7 n=0 P=4.1788e-04 B=2.8e-04 e^4 A^4/eV^3
two-level model: 300 trials, picked-bound coverage 1.0000
alpha rms error rule/deepest/least-diff: 1.93e-07 1.27e-06 6.35e-07 e^2 A^2/eV
beta rms error rule/deepest/least-diff: 8.26e-07 2.75e-05 6.24e-06 e^3 A^3/eV^2
gamma rms error rule/deepest/least-diff: 4.26e-06 9.09e-04 5.87e-05 e^4 A^4/eV^3
```
